# Electronic thermal conductivity of copper per electron mean free path: a program that tests the result

```python
# Result under test: the electronic thermal conductivity per mean free path,
#   kappa_e / lambda = L0 * T / (rho0 * lambda),  L0 = (pi^2/3) (kB/e)^2.
# rho0: bulk resistivity, lambda: electron mean free path, T: temperature.
# k_fermi: effective Fermi wave number of a spherical Fermi surface.
# Also tested: estimates of inelastic scattering and thin-film surface effects.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid

kB, e, hbar, mass = const.k, const.e, const.hbar, const.m_e
lorenz = np.pi**2 / 3 * (kB / e)**2

# Inputs; the last five are rough or chosen values for the example.
rho_lambda = 6.7e-16       # ohm m^2
temperature = 300.0        # K
rho_bulk = 1.7e-8          # ohm m
debye_temperature = 320.0  # K
phonon_path = 3e-9         # m
film_thickness = 20e-9     # m
hot_temperature = 400.0    # K

ratio = lorenz * temperature / rho_lambda
ratio_hot = lorenz * hot_temperature / rho_lambda
mean_free_path = rho_lambda / rho_bulk
kappa = ratio * mean_free_path
k_fermi = np.sqrt(3 * np.pi**2 * hbar / (e**2 * rho_lambda))
fermi_energy = (hbar * k_fermi)**2 / (2 * mass)


def transport_per_path(mu, temp):
    """Direct k-space integrals for sigma/lambda and open-circuit kappa/lambda."""
    thermal = kB * temp
    k_low = np.sqrt(2 * mass * max(0.0, mu - 40 * thermal)) / hbar
    k_high = np.sqrt(2 * mass * (mu + 40 * thermal)) / hbar if mu > 0 else \
        np.sqrt(2 * mass * 40 * thermal) / hbar
    k = np.linspace(k_low, k_high, 40001)
    energy = (hbar * k)**2 / (2 * mass) - mu
    minus_df = 1 / (4 * thermal * np.cosh(energy / (2 * thermal))**2)
    cosines, weights = np.polynomial.legendre.leggauss(8)
    angular = 2 * np.pi * np.sum(weights * cosines**2)
    base = angular * k**2 * (hbar * k / mass) * minus_df / (4 * np.pi**3)
    m0, m1, m2 = [trapezoid(base * energy**n, k) for n in range(3)]
    return e**2 * m0, (m2 - m1**2 / m0) / temp


# Main result and the relation between rho0*lambda and k_fermi.
sigma_direct, ratio_direct = transport_per_path(fermi_energy, temperature)
assert abs(sigma_direct * rho_lambda - 1) < 1e-6
assert abs(ratio_direct / ratio - 1) < 1e-4
degeneracy_direct = ratio_direct / (sigma_direct * temperature * lorenz) - 1
degeneracy_formula = -np.pi**2 / 3 * (kB * temperature / fermi_energy)**2
assert abs(degeneracy_direct / degeneracy_formula - 1) < 0.01

# Control: a dilute gas must not follow the degenerate Lorenz number.
sigma_dilute, ratio_dilute = transport_per_path(-8 * kB * temperature, temperature)
dilute_number = ratio_dilute / (sigma_dilute * temperature) / (kB / e)**2
assert abs(dilute_number - 2) < 0.01

# Inelastic phonon scattering: closed formula, one conduction electron per atom.
theta = debye_temperature / temperature
debye_over_fermi = 2**(1 / 3)


def debye_integral(n):
    return quad(lambda x: x**n * np.exp(x) / np.expm1(x)**2, 0, theta)[0]


inverse_lorenz = (1 + 3 / np.pi**2 * theta**2 / debye_over_fermi**2
                  - debye_integral(7) / debye_integral(5) / (2 * np.pi**2))
lorenz_factor = 1 / inverse_lorenz

# Independent sum over scattering events; energies are in units of kB*T.
energy = np.linspace(-45, 45, 3001)
occupied = 1 / (np.exp(energy) + 1)
heat_norm = trapezoid(energy**2 * occupied * (1 - occupied), energy)
nodes, weights = np.polynomial.legendre.leggauss(40)
charge_loss = heat_loss = 0.0
for x, weight in zip((nodes + 1) / 2, weights / 2):
    omega = theta * x
    final = energy + omega
    events = occupied / (np.exp(-final) + 1) / np.expm1(omega)
    cosine = 1 - (x * debye_over_fermi)**2 / 2
    sine = np.sqrt(1 - cosine**2)
    charge_change = (cosine - 1)**2 + sine**2
    heat_change = (final * cosine - energy)**2 + (final * sine)**2
    charge_loss += weight * x**2 * charge_change * trapezoid(events, energy)
    heat_loss += weight * x**2 * trapezoid(events * heat_change, energy)
lorenz_factor_direct = heat_norm**2 * charge_loss / heat_loss / (np.pi**2 / 3)
assert abs(lorenz_factor_direct / lorenz_factor - 1) < 1e-5

# Lattice heat conduction from a kinetic estimate.
atom_density = k_fermi**3 / (3 * np.pi**2)
sound_speed = kB * debye_temperature / (hbar * debye_over_fermi * k_fermi)
kappa_lattice = 3 * atom_density * kB * sound_speed * phonon_path / 3

# Film with diffuse surfaces: formula against random flights cut at surfaces.
thickness_ratio = film_thickness / mean_free_path
film_integral = quad(lambda u: (u - u**3) * (1 - np.exp(-thickness_ratio / u)),
                     0, 1)[0]
film_factor = 1 - 1.5 / thickness_ratio * film_integral
rng = np.random.default_rng(7)
samples = 2_000_000
height = rng.random(samples) * thickness_ratio
normal = 2 * rng.random(samples) - 1
azimuth = 2 * np.pi * rng.random(samples)
to_surface = np.where(normal > 0, height, thickness_ratio - height)
to_surface = to_surface / np.maximum(np.abs(normal), 1e-15)
flight = np.minimum(rng.exponential(size=samples), to_surface)
along_squared = (1 - normal**2) * np.cos(azimuth)**2
film_direct = 3 * np.mean(along_squared * flight)
# The statistical error of this average is below 0.001.
assert abs(film_direct - film_factor) < 0.004

# The requested rounded value.
assert abs(ratio / 1.1e10 - 1) < 0.01

print(f"given rho0*lambda of Cu: {rho_lambda:.2e} ohm m^2")
print(f"temperature: {temperature:.0f} K")
print(f"kB/e: {kB / e:.4e} V/K")
print(f"Lorenz number L0: {lorenz:.4e} V^2/K^2")
print(f"L0*T: {lorenz * temperature:.4e} V^2/K")
print(f"kappa_e/lambda: {ratio:.4e} W/(m^2 K)")
print(f"kappa_e/lambda per nm of path: {ratio * 1e-9:.3f} W/(m K) per nm")
print(f"direct k-space kappa_e/lambda: {ratio_direct:.4e} W/(m^2 K)")
print(f"effective Fermi wave number: {k_fermi * 1e-9:.3f} 1/nm")
print(f"free-electron Fermi energy: {fermi_energy / e:.3f} eV")
print(f"thermal energy kB*T: {kB * temperature / e:.5f} eV")
print(f"degeneracy correction, direct: {degeneracy_direct:.3e} (relative)")
print(f"degeneracy correction, formula: {degeneracy_formula:.3e} (relative)")
print(f"dilute-gas L/(kB/e)^2: {dilute_number:.4f} (no unit)")
print(f"degenerate L0/(kB/e)^2: {np.pi**2 / 3:.4f} (no unit)")
print(f"rough bulk resistivity: {rho_bulk * 1e9:.1f} nohm m")
print(f"electron mean free path: {mean_free_path * 1e9:.2f} nm")
print(f"ideal electronic kappa_e: {kappa:.1f} W/(m K)")
print(f"rough Debye temperature: {debye_temperature:.0f} K")
print(f"Theta/T: {theta:.4f} (no unit)")
print(f"J5: {debye_integral(5):.5f} (no unit)")
print(f"J7: {debye_integral(7):.5f} (no unit)")
print(f"inelastic L/L0, formula: {lorenz_factor:.4f} (no unit)")
print(f"inelastic L/L0, event sum: {lorenz_factor_direct:.4f} (no unit)")
print(f"kappa_e with inelastic estimate: {kappa * lorenz_factor:.1f} W/(m K)")
print(f"kappa_e/lambda with it: {ratio * lorenz_factor:.3e} W/(m^2 K)")
print(f"atom density, one electron each: {atom_density:.3e} 1/m^3")
print(f"Debye sound speed: {sound_speed:.0f} m/s")
print(f"assumed rough phonon path: {phonon_path * 1e9:.1f} nm")
print(f"lattice conductivity estimate: {kappa_lattice:.1f} W/(m K)")
print(f"lattice share of ideal kappa_e: {100 * kappa_lattice / kappa:.1f} %")
print(f"film thickness: {film_thickness * 1e9:.0f} nm")
print(f"film thickness/lambda: {thickness_ratio:.4f} (no unit)")
print(f"kappa_film/kappa_bulk, formula: {film_factor:.4f} (no unit)")
print(f"kappa_film/kappa_bulk, random flights: {film_direct:.4f} (no unit)")
print(f"film kappa_e without inelastic loss: {kappa * film_factor:.1f} W/(m K)")
print(f"higher temperature of use: {hot_temperature:.0f} K")
print(f"kappa_e/lambda at that temperature: {ratio_hot:.4e} W/(m^2 K)")
print("checks complete")
```

It prints:

```
given rho0*lambda of Cu: 6.70e-16 ohm m^2
temperature: 300 K
kB/e: 8.6173e-05 V/K
Lorenz number L0: 2.4430e-08 V^2/K^2
L0*T: 7.3290e-06 V^2/K
kappa_e/lambda: 1.0939e+10 W/(m^2 K)
kappa_e/lambda per nm of path: 10.939 W/(m K) per nm
direct k-space kappa_e/lambda: 1.0938e+10 W/(m^2 K)
effective Fermi wave number: 13.474 1/nm
free-electron Fermi energy: 6.917 eV
thermal energy kB*T: 0.02585 eV
degeneracy correction, direct: -4.595e-05 (relative)
degeneracy correction, formula: -4.595e-05 (relative)
dilute-gas L/(kB/e)^2: 2.0001 (no unit)
degenerate L0/(kB/e)^2: 3.2899 (no unit)
rough bulk resistivity: 17.0 nohm m
electron mean free path: 39.41 nm
ideal electronic kappa_e: 431.1 W/(m K)
rough Debye temperature: 320 K
Theta/T: 1.0667 (no unit)
J5: 0.30402 (no unit)
J7: 0.22879 (no unit)
inelastic L/L0, formula: 0.8476 (no unit)
inelastic L/L0, event sum: 0.8476 (no unit)
kappa_e with inelastic estimate: 365.4 W/(m K)
kappa_e/lambda with it: 9.272e+09 W/(m^2 K)
atom density, one electron each: 8.262e+28 1/m^3
Debye sound speed: 2468 m/s
assumed rough phonon path: 3.0 nm
lattice conductivity estimate: 8.4 W/(m K)
lattice share of ideal kappa_e: 2.0 %
film thickness: 20 nm
film thickness/lambda: 0.5075 (no unit)
kappa_film/kappa_bulk, formula: 0.5254 (no unit)
kappa_film/kappa_bulk, random flights: 0.5250 (no unit)
film kappa_e without inelastic loss: 226.5 W/(m K)
higher temperature of use: 400 K
kappa_e/lambda at that temperature: 1.4585e+10 W/(m^2 K)
checks complete
```
